# Why dichlorosilane is less polar than monochlorosilane despite bond-dipole addition

## Question

I am comparing chlorosilanes as precursors for silicon deposition and tried to rank their dipole moments by adding bond dipoles. In SiH₃Cl there is one polar Si–Cl bond. In SiH₂Cl₂ there are two, at roughly the tetrahedral angle, so they cancel only in part, and I find that dichlorosilane should be about 15% more polar. Measured values are roughly 1.3 D for SiH₃Cl and 1.2 D for SiH₂Cl₂, which is the other way round. Is my vector sum wrong, are the bond angles to blame, or do the bonds change each other?

## Answer

Your vector sum is right. What fails is the assumption that a Si–Cl bond carries the same moment whatever else is attached to the silicon. Small departures from the ideal tetrahedral shape also matter, but with fixed bond moments they do not account for the reversal.

### What the additive rule says

Let \(\mathbf u_1,\dots,\mathbf u_4\) be unit vectors from Si along the four bonds. Dipoles point from negative to positive charge. Give each bond a fixed moment along its own axis, \(m_{\rm Cl}\) or \(m_{\rm H}\), counted positive when it points away from Si. Chlorine is the negative end of its bond, so \(m_{\rm Cl}<0\).

For a regular tetrahedron \(\sum_i\mathbf u_i=0\) and \(\mathbf u_i\cdot\mathbf u_j=-1/3\) for \(i\neq j\). With chlorine on the first \(n\) bonds,

\[
\boldsymbol\mu_n=m_{\rm Cl}\sum_{i\le n}\mathbf u_i+m_{\rm H}\sum_{i>n}\mathbf u_i .
\]

The second sum equals \(-\sum_{i\le n}\mathbf u_i\), because all four vectors add to zero. Hence

\[
\boldsymbol\mu_n=\Delta\sum_{i\le n}\mathbf u_i,\qquad \Delta=m_{\rm Cl}-m_{\rm H}.
\]

Only the difference \(\Delta\) enters, so you need not know the Si–H moment. The squared length of the sum has \(n\) diagonal terms equal to 1 and \(n(n-1)\) cross terms equal to \(-1/3\):

\[
\Big|\sum_{i\le n}\mathbf u_i\Big|^2=n-\frac{n(n-1)}{3}=\frac{n(4-n)}{3}.
\]

The moments for one, two and three chlorines are therefore in the ratio \(1:2/\sqrt3:1\), and \(2/\sqrt3=1.155\). For \(n=4\) the moment vanishes by symmetry. Starting from 1.3 D, the rule gives 1.5 D for dichlorosilane, well above the measured value.

### What the rule assumes about the electrons

Number the bond sites of silane 1 to 4. Let \(\rho_0\) be the electron number density of SiH₄, \(\rho_1\) and \(\rho_2\) the densities with chlorine at site 1 or site 2, and \(\rho_{12}\) the density with chlorine at both. Hold all bond directions and lengths fixed in this comparison.

Suppose that replacing H by Cl at site 1 changes the density by the same amount whether or not site 2 already carries chlorine. Then \(\rho_{12}-\rho_2=\rho_1-\rho_0\). The failure of this assumption is measured by

\[
\delta\rho=\rho_{12}-\rho_1-\rho_2+\rho_0 .
\]

It contains no net charge, since the electron counts give \(50-34-34+18=0\).

Now take the same combination of dipoles. For nuclei of charge \(Z_Ae\) at \(\mathbf R_A\),

\[
\boldsymbol\mu=e\sum_A Z_A\mathbf R_A-e\int\mathbf r\,\rho(\mathbf r)\,d^3r .
\]

The nuclear terms cancel. Each chlorine nucleus occurs once with a plus sign (in \(\rho_{12}\)) and once with a minus sign. The hydrogens at sites 1 and 2 each occur once with a minus sign and once, in silane, with a plus sign. Those at sites 3 and 4 occur in all four molecules, with signs \(+,-,-,+\), and so does silicon, which sits at the origin anyway. Silane has no dipole, so

\[
\boldsymbol\mu_{12}-\boldsymbol\mu_1-\boldsymbol\mu_2=-e\int\mathbf r\,\delta\rho\,d^3r .
\]

The left side is the true moment minus the vector sum. At common geometry, the whole error of the additive rule is thus the dipole of an electron rearrangement that requires both chlorines.

### How large the rearrangement is

I computed isolated molecules with the PBE0 density functional, using the aug-cc-pVDZ basis with one extra tight d function on Si and Cl. All molecules had ideal tetrahedral directions, Si–H = 1.48 Å and Si–Cl = 2.05 Å. The moments are

- SiH₃Cl: 1.210 D (\(4.04\times10^{-30}\) C m)
- SiH₂Cl₂: 1.186 D (\(3.96\times10^{-30}\) C m)
- SiHCl₃: 0.879 D (\(2.93\times10^{-30}\) C m)

The third decimal is kept to make the arithmetic below easy to follow; it is not a measure of accuracy. In the larger def2-TZVPD basis the first two moments become 1.178 and 1.158 D, about 0.03 D lower. Their ratio hardly moves, from 0.980 to 0.983, and the non-additive part worked out next changes from 0.211 to 0.202 D.

Additivity would give dichlorosilane \(1.1547\times1.210=1.397\) D. Put its two chlorines on the \(+z\) side, so that its dipole points along \(-z\). The non-additive part is then

\[
-1.186-(-1.397)=+0.211\ \text{D}.
\]

It opposes the main moment and removes 15% of the additive value. Integrating \(\delta\rho\) on a grid gives the same +0.211 D.

Half the integral of \(|\delta\rho|\) is 0.060 electrons, which is the amount of charge displaced. Since 1 e Å is 4.80 D, the moment is 0.044 e Å, and the displaced charge moves on average by \(0.044/0.060\approx0.7\) Å along the axis, away from the chlorine side. A small fraction of an electron moved by less than a bond length is enough to cancel the lead of \(1.397-1.210=0.187\) D that the additive rule gives dichlorosilane.

### Transfer between atoms, or polarisation within them?

This question has an answer only after you decide where one atom ends and the next begins. The Hirshfeld scheme assigns to atom \(A\) a share \(w_A(\mathbf r)\) of each point, equal to its share in the summed densities of the free atoms. The shares add to one. Using those of dichlorosilane for all of \(\delta\rho\), and writing \(\mathbf r=\mathbf R_A+(\mathbf r-\mathbf R_A)\), one finds

\[
-e\int\mathbf r\,\delta\rho\,d^3r=-e\sum_A\mathbf R_A\,\delta N_A-e\sum_A\int w_A(\mathbf r-\mathbf R_A)\,\delta\rho\,d^3r,
\]

with \(\delta N_A=\int w_A\,\delta\rho\,d^3r\). The first term is charge moved between atoms. The second is the reshaping of the density around each atom.

The computed \(\delta N_A\) are +0.0178 on Si, −0.0061 on each Cl and −0.0028 on each H. The chlorines lie at \(z=2.05/\sqrt3=1.184\) Å and the hydrogens at \(z=-1.48/\sqrt3=-0.854\) Å, so the transfer term is

\[
-\big[2(-0.0061)(1.184)+2(-0.0028)(-0.854)\big]=+0.0097\ e\,\text{Å}=+0.046\ \text{D}.
\]

The reshaping term is +0.165 D, and the two add to 0.211 D. In this partition, then, about three quarters of the effect is polarisation within atoms and one quarter is transfer between them. Another partition would divide the same total differently.

The atomic charges tell a compatible story. The Hirshfeld charge of each chlorine goes from −0.129 e in SiH₃Cl to −0.112 e in SiH₂Cl₂ and −0.098 e in SiHCl₃. Each further chlorine leaves less negative charge on the others. The silicon charge is +0.324, +0.339 and +0.339 e, but its small changes depend on the basis: in def2-SVPD it is +0.297, +0.327 and +0.339 e. The total charge on the chlorines still grows, from −0.129 e to −0.224 e and −0.294 e, but each added chlorine increases it by less than the one before.

### A simple model of mutual polarisation

Place a polarisable point at the same distance from Si on each Si–Cl bond. Let it carry the permanent moment \(\Delta\,\mathbf u_i\) and an isotropic polarisability \(\alpha\). Ignore any response of the Si–H bonds. A dipole \(\mathbf p\) produces, at separation \(R\) along the unit vector \(\hat{\mathbf R}\), the field

\[
\mathbf E=\frac{3\hat{\mathbf R}(\hat{\mathbf R}\cdot\mathbf p)-\mathbf p}{4\pi\varepsilon_0R^3}.
\]

For two sites, \(\mathbf p_1=\Delta\mathbf u_1+\alpha\mathbf E_1\), where \(\mathbf E_1\) comes from \(\mathbf p_2\), and likewise for site 2. Add the two equations and write \(\mathbf P=\mathbf p_1+\mathbf p_2\):

\[
\mathbf P=\Delta(\mathbf u_1+\mathbf u_2)+\alpha\,\frac{3\hat{\mathbf R}(\hat{\mathbf R}\cdot\mathbf P)-\mathbf P}{4\pi\varepsilon_0R^3}.
\]

By symmetry \(\mathbf P\) lies along \(\mathbf u_1+\mathbf u_2\), while \(\hat{\mathbf R}\) lies along \(\mathbf u_1-\mathbf u_2\). These are perpendicular, because \((\mathbf u_1+\mathbf u_2)\cdot(\mathbf u_1-\mathbf u_2)=1-1=0\). The first term in the field therefore vanishes. With the polarisability volume \(\alpha'=\alpha/4\pi\varepsilon_0\) and \(a=\alpha'/R^3\),

\[
P=\frac{2}{\sqrt3}\,\frac{|\Delta|}{1+a}.
\]

The dipoles sit side by side as far as their common axis is concerned, so each one's field opposes the other.

For three sites the total moment lies along the threefold axis, and all separations are perpendicular to that axis. Each site feels the opposing field of two others. In the sum over sites every moment is counted twice, which gives \(P=|\Delta|/(1+2a)\).

For \(a\to0\) you recover the additive rule. The order of SiH₃Cl and SiH₂Cl₂ reverses when \((2/\sqrt3)/(1+a)<1\), that is, when

\[
a>\frac{2}{\sqrt3}-1=0.155 .
\]

Weakly coupled bonds, with \(a\) below this value, would keep the additive order in this model even though their moments are not strictly additive.

The computed ratio at ideal shape, \(1.186/1.210=0.980\), corresponds to \(a=1.1547/0.980-1=0.178\). The model then predicts \(1.210/(1+2\times0.178)=0.892\) D for trichlorosilane. The direct calculation gave 0.879 D, so the prediction is 1.5% too high relative to it. The additive rule, at 1.210 D, is 38% too high.

### Why the model should not be taken literally

That agreement does not show that the effect is the field of one chlorine acting on the other. Since \(|\mathbf u_1-\mathbf u_2|^2=2+2/3=8/3\), the two chlorine nuclei are \(2.05\sqrt{8/3}=3.35\) Å apart. With the sites on the nuclei, reversal would need

\[
\alpha'>0.1547\times(3.348\ \text{Å})^3=5.80\ \text{Å}^3 .
\]

As an estimate of what is available, take the gain in mean polarisability volume on going from SiH₄ to SiH₃Cl. Hartree–Fock calculations in a weak uniform field give 1.44 Å³. That means \(a=0.038\) and a ratio of \(1.1547/1.038=1.11\): dichlorosilane would still be the more polar molecule.

Move the same sites to the bond midpoints. The separation halves, \(R^3\) falls by a factor of eight, and \(a\) rises to 0.308. The ratio becomes \(1.1547/1.308=0.88\), so the order reverses. Any polarisability gain between 0.73 and 5.80 Å³ would give the same two opposite outcomes, so they do not hang on its exact value.

The outcome thus depends on where you put the points, and the model offers no rule for that. Point dipoles are also a poor description at distances comparable with the size of the electron clouds. The model reproduces the sign of the effect and its growth from two chlorines to three, but that does not establish the mechanism. Its size has to come from the electron density.

### What the bond angles and lengths do

At the ideal shape the PBE0 moments differ by only 0.024 D, and this small difference depends on the method. Hartree–Fock in the same basis gives 1.351 and 1.358 D, a ratio of 1.005; in the larger def2-TZVPD basis it gives 1.007. Hartree–Fock at this shape therefore does not reverse the order. All these calculations do agree on a ratio far below 1.155. The failure of additivity is the firm result here, while the order at ideal shape is too close to call.

The molecules are not ideal tetrahedra. I repeated the PBE0 calculation with rough realistic shapes: an H–Si–Cl angle of 108.5° in SiH₃Cl, and in SiH₂Cl₂ a Cl–Si–Cl angle of 110°, an H–Si–H angle of 111° and Si–Cl shortened to 2.03 Å. The moments became 1.299 D (\(4.33\times10^{-30}\) C m) and 1.110 D (\(3.70\times10^{-30}\) C m). The ratio is 0.855, a clear reversal. Of the total fall from 1.155 to 0.855, 58% is already present at the ideal shape.

Could fixed bond moments with these corrected angles have done the job alone? Test it with an Si–H moment fitted to the computed effect of the angle. In SiH₃Cl the three hydrogens contribute \(3m_{\rm H}\cos108.5^\circ=-0.952\,m_{\rm H}\) along the Si–Cl axis, so

\[
\mu_1=m_{\rm Cl}-0.952\,m_{\rm H}=\Delta+0.048\,m_{\rm H}.
\]

Only the angles changed in this molecule, and \(\mu_1\) went from −1.210 to −1.299 D. With \(\Delta=-1.210\) D, fixed moments reproduce this if \(m_{\rm H}=-0.089/0.048\approx-1.85\) D, and then \(m_{\rm Cl}=\Delta+m_{\rm H}\approx-3.06\) D. For SiH₂Cl₂ the same moments give

\[
\mu_2=2m_{\rm Cl}\cos55^\circ-2m_{\rm H}\cos55.5^\circ
=1.147(-3.06)+1.133(1.85)\approx-1.41\ \text{D}.
\]

The ratio is \(1.41/1.30\approx1.09\), so the angles alone do not reverse the order. The shorter bond matters more. Shortening Si–Cl from 2.05 to 2.03 Å in SiH₃Cl at ideal angles lowers its PBE0 moment from 1.210 to 1.118 D. Taking the same 0.09 D off each Si–Cl moment gives \(1.147(-2.97)+1.133(1.85)\approx-1.31\) D and a ratio of about 1.01. Bond moments carried over from SiH₃Cl thus bring the two molecules close to a tie at these shapes, still far from the computed 0.855. Shape helps the reversal, but it does not replace the interaction between the bonds.

### How this compares with the real precursors

The bond lengths and angles used are rounded inputs, not optimised structures, and the moments are sensitive to them: a change of about 1° in the H–Si–Cl angle alone moved the SiH₃Cl moment by 0.09 D. At the realistic shapes the computed 1.30 and 1.11 D have the same order as the rough measured 1.3 and 1.2 D, though the computed gap between the two molecules is wider than the gap between those rounded figures. Real molecules do not share the common ideal shape, and giving up that assumption moves the computed ratio from 0.98 to 0.85. Vibrational averaging, collisions in the gas and the fields near a growing surface are left out, and I have not estimated them. Nothing here ranks the precursors by adsorption or decomposition, which the dipole of the isolated molecule does not settle.

For the three chlorosilanes computed here, bond dipoles give the right direction of the moment, and symmetry gives the zero moment of SiCl₄. Ranking by size is another matter. When the additive rule separates two molecules by only 15%, as here, a non-additive part of the same size can overturn it, and you need a calculation or a measurement. The remaining figures are in the numerical output.

## Values computed for the example and the checks

```
Input Si-H, Si-Cl lengths: 1.48, 2.05 angstrom
Tetrahedral angle: 109.47 degrees
1 debye = 3.3356e-30 C m
Additive ratio SiH2Cl2/SiH3Cl: 1.1547
Rough measured inputs SiH3Cl, SiH2Cl2: 1.3, 1.2 D
Additive SiH2Cl2 from rough input: 1.5 D
PBE0/aug-cc-pVDZ + tight d, common ideal shape:
  SiH3Cl dipole: 1.210 D = 4.035e-30 C m
  SiH2Cl2 dipole: 1.186 D = 3.955e-30 C m
  SiHCl3 dipole: 0.879 D = 2.931e-30 C m
  computed ratio SiH2Cl2/SiH3Cl: 0.980
  additive SiH2Cl2, SiHCl3: 1.397, 1.210 D
Same method, rough realistic shapes:
  SiH3Cl dipole: 1.299 D = 4.333e-30 C m
  SiH2Cl2 dipole: 1.110 D = 3.703e-30 C m
  computed ratio SiH2Cl2/SiH3Cl: 0.855
  H-Si-Cl angle in SiH3Cl: 108.5 degrees
  Cl-Si-Cl, H-Si-H in SiH2Cl2: 110.0, 111.0 degrees
  Si-Cl length in SiH3Cl, SiH2Cl2: 2.05, 2.03 angstrom
Share of ratio's fall from additive value present at ideal shape: 0.58
Ideal shape, SiH2Cl2 with Cl on the +z side:
  dipole z: -1.186 D
  non-additive dipole z, from dipoles: +0.211 D
  non-additive dipole z, from delta_rho: +0.211 D
  integral of delta_rho: +0.00000 electrons
  half integral of |delta_rho|: 0.0599 electrons
  part from transfer between atoms: +0.046 D
  part from reshaping within atoms: +0.165 D
  delta_rho electrons on Si, each Cl, each H: +0.0178, -0.0061, -0.0028
Hirshfeld SiH3Cl Si, Cl, H: +0.324, -0.129, -0.065 e
Hirshfeld SiH2Cl2 Si, Cl, H: +0.339, -0.112, -0.057 e
Hirshfeld SiHCl3 Si, Cl, H: +0.339, -0.098, -0.045 e
Site model: a needed for reversal: 0.1547
Site model: a inferred from SiH2Cl2: 0.178
Site model: predicted SiHCl3 dipole: 0.892 D
Cl-Cl distance: 3.348 angstrom
Volume needed, sites at Cl nuclei: 5.80 angstrom^3
Volume needed, sites at bond midpoints: 0.73 angstrom^3
HF polarisability SiH4, SiH3Cl: 4.39, 5.84 angstrom^3
HF polarisability gain H to Cl: 1.44 angstrom^3
a from this gain at Cl nuclei: 0.038
a from this gain at midpoints: 0.308
Other levels, ideal shape, SiH3Cl, SiH2Cl2 and ratio:
  HF, main basis: 1.351, 1.358 D, 1.005
  HF/def2-TZVPD: 1.309, 1.318 D, 1.007
```
